# Photon Heat Between Two Resistors in a Capacitive Loop, part 2

Resistor $R_1$ at temperature $T_1$, resistor $R_2$ at $T_2<T_1$ and a capacitance $C$ are joined in series in one closed loop. We seek the net photon heat flow $P$ from 1 to 2. The ideal model has a lossless capacitor, no inductance, no stray capacitance, no other heat path and the same current everywhere in the loop.

SI units are used, $k$ is the Boltzmann constant, and phasors vary as $e^{i\omega t}$. The Bose occupation is $n_i(\omega)=1/(e^{\hbar\omega/kT_i}-1)$, written $n$ for a temperature $T$. The noise source of each resistor has the one-sided spectrum in $f=\omega/2\pi$

$$S_i=4R_i\hbar\omega\left(n_i+\tfrac12\right).$$

The loop impedance is $Z=R_1+R_2+\frac{1}{i\omega C}$. Further symbols are $\tau=(R_1+R_2)C$, $\theta=kT_1\tau/\hbar$, $t=T_2/T_1$ and $M=4R_1R_2/(R_1+R_2)^2$.

Section 1 derived the heat flow with the transmission factor $\mathcal T$:

$$P=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T(\omega)\,[n_1-n_2],\qquad
\mathcal T=\frac{4R_1R_2}{(R_1+R_2)^2+1/(\omega C)^2}.$$

Equivalently, $\mathcal T=M\,\omega^2\tau^2/(1+\omega^2\tau^2)$. For small $\theta$, $P$ approaches the quartic law

$$P_4=\frac{2\pi^3k^4}{15\hbar^3}\,R_1R_2C^2\,(T_1^4-T_2^4),$$

with the bounds

$$1-\frac{40\pi^2}{21}\,\theta^2\,g(t)\;\le\;\frac{P}{P_4}\;\le\;1,\qquad
g(t)=\frac{1-t^6}{1-t^4}=\frac{1+t^2+t^4}{1+t^2}.$$

The quadratic law, proportional to $T_1^2-T_2^2$, is the flow with the capacitor replaced by a short circuit. The root-mean-square frequency of the heat, with the weight $\omega^3n_1$, is $\sqrt{18.8}\approx4.3$ times $kT_1/\hbar$.

The numerical output at the end also lists two checks from Section 1. In the ladder test, each resistor was replaced by a ladder of 400 inductor–capacitor cells, in units where $\hbar$, $k$ and the cell time are one; `u1` and `u2` are the temperatures. The scaling test doubled $C$, $R_1$ or the temperature, each alone, with $T_2=0$.

### Closed form

The integrals over $n_1$ and $n_2$ converge separately, so $P=F(T_1)-F(T_2)$. Writing $\omega^2\tau^2/(1+\omega^2\tau^2)=1-1/(1+\omega^2\tau^2)$ gives

$$F(T)=\frac{M\hbar}{2\pi}\left[\int_0^\infty\omega n\,d\omega-\int_0^\infty\frac{\omega n}{1+\omega^2\tau^2}\,d\omega\right].$$

The first integral is $(kT/\hbar)^2\pi^2/6$. In the second, define $a=\hbar/(2\pi kT\tau)$ and substitute $\omega=x/(a\tau)$. Then $\hbar\omega/kT=2\pi x$, and the integral becomes $K(a)/\tau^2$ with

$$K(a)=\int_0^\infty\frac{x\,dx}{(x^2+a^2)(e^{2\pi x}-1)}.$$

To evaluate $K$, use $x/(x^2+a^2)=\int_0^\infty e^{-as}\sin(xs)\,ds$. The integral over $x$ is then done with the geometric series for the Bose factor:

$$\int_0^\infty\frac{\sin(xs)}{e^{2\pi x}-1}\,dx=\sum_{j=1}^\infty\frac{s}{s^2+4\pi^2j^2}=\frac14\coth\frac s2-\frac1{2s}.$$

The last step is the partial-fraction series of the hyperbolic cotangent. Since $\frac12\coth(s/2)=\frac12+1/(e^s-1)$,

$$K(a)=\frac12\int_0^\infty e^{-as}\left[\frac1{e^s-1}+\frac12-\frac1s\right]ds .$$

The digamma function $\psi$, the logarithmic derivative of the gamma function, has the representation

$$\psi(a)=\int_0^\infty\left[\frac{e^{-s}}s-\frac{e^{-as}}{1-e^{-s}}\right]ds .$$

The right side satisfies $\psi(a+1)-\psi(a)=\int_0^\infty e^{-as}ds=1/a$ and approaches $\ln a$ for large $a$. The digamma function has the same two properties. The difference of two such functions has period one and tends to zero, so it vanishes. With $\ln a=\int_0^\infty(e^{-s}-e^{-as})\,ds/s$ and $1/(1-e^{-s})=1+1/(e^s-1)$,

$$\ln a-\psi(a)=\int_0^\infty e^{-as}\left[1+\frac1{e^s-1}-\frac1s\right]ds .$$

Subtracting $1/(2a)=\frac12\int_0^\infty e^{-as}ds$ leaves $2K(a)$. Therefore

$$F(T)=M\left\{\frac{\pi k^2T^2}{12\hbar}-\frac{\hbar}{4\pi\tau^2}\left[\ln a-\frac1{2a}-\psi(a)\right]\right\}.$$

### Two limits and where they meet

At low temperature $a$ is large and small $s$ dominates. There

$$\frac1{e^s-1}+\frac12-\frac1s=\frac s{12}-\frac{s^3}{720}+\dots,$$

and term-by-term integration gives

$$\ln a-\frac1{2a}-\psi(a)=\frac1{12a^2}-\frac1{120a^4}+\dots$$

The first term contributes $-(\hbar/4\pi\tau^2)(4\pi^2k^2T^2\tau^2/\hbar^2)/12=-\pi k^2T^2/12\hbar$ and cancels the quadratic law. The second contributes $+\pi^3k^4T^4\tau^2/(30\hbar^3)$. With $M\tau^2=4R_1R_2C^2$ this is the quartic law again.

At high temperature $a$ is small. From $\psi(a)=\psi(1+a)-1/a$ the square bracket is $1/(2a)$ plus terms that grow only as $\ln a$. Hence

$$F\approx M\left[\frac{\pi k^2T^2}{12\hbar}-\frac{kT}{4\tau}\right]
=M\,\frac{\pi k^2T^2}{12\hbar}\left[1-\frac{3\hbar}{\pi kT\tau}\right].$$

The deficit $kT/4\tau$ is classical noise power removed by the capacitor, half of it below $\omega=1/\tau$: it equals $\int_0^\infty(d\omega/2\pi)\,kT/(1+\omega^2\tau^2)$. The approach to the quadratic law is slow. With $T_2=0$ the relative deficit is close to $3/(\pi\theta)$, and 1% accuracy needs $\theta$ of about 94. At $\theta=1000$ the full integral is 0.99905 of the quadratic law, in agreement with this estimate.

Because $\mathcal T\le M$, the quadratic law is also an upper bound on $P$. For $T_2=0$ the ratio of the quartic to the quadratic law is

$$\frac{\pi^3\theta^2/30}{\pi/12}=\frac{2\pi^2\theta^2}{5},$$

and the two meet at $\theta=\sqrt{5/2}/\pi=0.503$. A model that switches from one law to the other at this point takes the smaller of two upper bounds, and near the meeting point it is far too high.

### Numerical use

In ordinary double precision the closed form loses digits as the temperature falls. At $\theta=0.001$, $a\approx159$. The wanted term $1/(120a^4)$ is then about $10^{-11}$, while $\ln a$ is about 5, so most of the digits cancel. The integral is safe. With $\ln\omega$ as variable it reads

$$P=\frac{\hbar}{2\pi}\int\omega^2\,\mathcal T(\omega)\,(n_1-n_2)\,d(\ln\omega).$$

For $T_2>0$ the integrand falls as $\omega^3$ towards low frequency and exponentially above the thermal frequency of the hot resistor. A uniform grid in $\ln\omega$ therefore works well. The same code accepts other two-resistor loops through $\mathcal T$, provided that the grid resolves any sharp resonance. With the step of about 0.009 in $\ln\omega$ used here, a series resonance of quality factor 100 near the thermal frequency can already give an error of about 6%.

### Worked circuit

Two disordered normal-metal films are joined by superconducting niobium leads. One lead is interrupted by the capacitor and the other is continuous. Niobium matters here because its energy gap blocks heat conduction by electrons, while the leads still carry the photon current. The values are rough ones for a millikelvin chip.

The films have resistivity 20 µΩ cm, width 100 nm, thickness 20 nm and lengths 2 and 3 µm. The first resistance is

$$R_1=\frac{(2\times10^{-7})(2\times10^{-6})}{(10^{-7})(2\times10^{-8})}\ \Omega=200\ \Omega,$$

and likewise $R_2=300\ \Omega$. With $C=10$ fF, $\tau=500\ \Omega\times10\ {\rm fF}=5$ ps, which corresponds to $\hbar/k\tau=1.53$ K. At $T_1=60$ mK and $T_2=30$ mK, $\theta=0.0393$. The quartic law gives

$$P_4=(7.685\times10^{-13}\ {\rm W/K^4})(1.215\times10^{-5}\ {\rm K^4})=9.34\ {\rm aW}.$$

The full integral gives $P=9.07$ aW, or 57 eV/s, and the closed form, evaluated with 40 digits, agrees. The ratio $P/P_4=0.971$ lies above its lower bound of 0.970. With the capacitor replaced by a short circuit, at the same resistances and temperatures, the flow would be 1227 aW.

The next table keeps $R_1$, $R_2$ and $C$ and sets the cold resistor to zero temperature. The exponent is $d\ln P/d\ln T_1$.

| $T_1$ (mK) | $P/P_4$ | $P$/quadratic | Exponent |
|---:|---:|---:|---:|
| 10 | 0.999 | 0.0002 | 4.00 |
| 60 | 0.973 | 0.006 | 3.95 |
| 100 | 0.931 | 0.016 | 3.87 |
| 300 | 0.661 | 0.101 | 3.44 |
| 1000 | 0.223 | 0.377 | 2.76 |
| 10000 | 0.005 | 0.877 | 2.12 |

The limiting laws meet at 769 mK. At 1 K, not far above, the full result is still only 0.38 of the quadratic law. The full result lies below the quartic law by less than 1% of $P_4$ up to 35 mK and by less than 10% of $P_4$ up to 124 mK. All rows describe the ideal circuit. With a lead inductance of 50 pH and a stray capacitance of 5 fF across each resistor, $P$ would be lower by about 4% at 100 mK, 15% at 300 mK and 33% at 1 K. Heating this circuit therefore does not bring it close to the quadratic law: at 3 K, with the cold resistor at zero temperature, $P$ would be 0.33 of that law with these strays, against 0.68 without them. At 10 K, niobium leads would no longer be superconducting.

### Effects left out of the model

**Inductance and stray capacitance.** A capacitance $C_s$ across resistor $R_i$ turns it into an impedance $Z_i$ with real part $R_i/(1+\omega^2R_i^2C_s^2)$. The source voltage is divided by $1+i\omega R_iC_s$, so its spectrum contains this same real part in place of $R_i$. With lead inductance $L$ the transmission factor becomes

$$\mathcal T=\frac{4\,\mathrm{Re}Z_1\,\mathrm{Re}Z_2}{|Z_1+Z_2+i\omega L+1/(i\omega C)|^2}.$$

For $L=50$ pH and $C_s=5$ fF across each resistor, $P$ falls by 1.7%. Stray capacitance across the series capacitor is far more serious, because it adds to $C$. An extra 5 fF there would multiply the quartic law by $(15/10)^2=2.25$.

**Dielectric loss.** A loss tangent $\tan\delta\ll1$ gives the capacitor a series resistance $R_c=\tan\delta/(\omega C)$. The hot film then heats the dielectric with a transmission factor $4R_1R_c/|Z|^2$, where $Z$ includes $R_c$. For $\tan\delta=10^{-3}$ and a dielectric at $T_2$ this is 0.13 aW, or 1.5% of $P$.

**Heat to phonons.** A common model for the heat passed from the electrons of a metal film to its phonons is $\Sigma V(T_1^5-T_2^5)$, here with the phonons at $T_2$. With the rough value $\Sigma=2\times10^9\ {\rm W\,m^{-3}K^{-5}}$ and a hot-film volume $V=0.004\ \mu{\rm m}^3$, the leak is 6.0 aW. This is 0.66 of the photon heat. It does not change $P$ at fixed temperatures, but it takes about 40% of the sum of these two flows out of the hot film. A heat balance that leaves it out could be badly wrong. In this model, at fixed $t$ and in the quartic regime, the ratio of leak to photon heat falls in proportion to $T_1$. The fifth power is derived for clean metals, in which the electron mean free path exceeds the phonon wavelength divided by $2\pi$. Here the mean free path is only about 4 nm, by the diffusion constant used below and a Fermi velocity of about $1.4\times10^6$ m/s, while that phonon length, estimated as $\hbar v_s/(kT_1)$, is about 150 to 600 nm for sound speeds $v_s$ of 1.2 to 4.8 km/s. In such a film both the exponent and the size of the leak can differ, so 6.0 aW is only a rough guide.

**Electrons in the continuous lead.** If this lead were normal, with a resistance of 10 Ω, the Wiedemann–Franz law would give the heat flow

$$\frac{\pi^2k^2}{3e^2}\,\frac{T_1^2-T_2^2}{2\times10\ \Omega}=3.3\times10^6\ {\rm aW},$$

if its ends were held at $T_1$ and $T_2$. The thermal resistance of the films would lower this flow. Even with the full length of both films in series, about $6.5\times10^4$ aW would remain, which would still swamp the photon channel. For elastic impurity scattering, a gap $\Delta$ reduces the electronic conduction by the factor $(3/2\pi^2)\int_y^\infty x^2\cosh^{-2}(x/2)\,dx$ with $y=\Delta/kT$. For large $y$, $\cosh^{-2}(x/2)\approx4e^{-x}$, and the factor becomes $(6/\pi^2)(y^2+2y+2)e^{-y}$. With $\Delta=1.5$ meV, $y=290$ at $T_1$. Applying the factor at $T_1$ to the whole flow gives an upper estimate of about $2\times10^{-115}$ aW for the remaining heat. The meaning of this number is that an ideal gap closes the channel. It says nothing about states inside the gap of an imperfect film.

**Superconducting correlations in the films.** With a diffusion constant $D=20\ {\rm cm^2/s}$, the temperature scale $\hbar D/(k\ell_1^2)$ for the shorter film, of length $\ell_1=2$ µm, is 3.8 mK. This is well below $T_2$. The correlations still enter each end of that film over a length of order $\sqrt{\hbar D/kT_1}\approx0.25\,\ell_1$, up to a factor of order one. They may therefore lower its resistance noticeably. This change has not been computed. A resistance measured with direct current in the superconducting circuit includes such an effect, but it need not equal the resistance at the frequencies that carry the heat. In the worked circuit, half of the heat flows above 4.5 GHz, which is $3.6\,kT_1/\hbar$ in angular frequency.

**Length of the loop.** For a loop of 50 µm and a wave speed of $10^8$ m/s, the phase at the root-mean-square frequency of Section 1 is 0.017 rad. The delay along the loop is therefore negligible. A small phase alone does not make the current equal everywhere, because capacitance between the leads lets part of the current return before it reaches the series capacitor. This effect belongs to the stray capacitances treated above.

### Comparison with a real chip

The film resistances, temperatures and niobium leads are meant to resemble real millikelvin circuits, but all the parameters are rough. The value 9.07 aW is the result of the model and not a measured heat flow. The assumption most in doubt is that photons are the only heat path, since by the rough estimate above the phonon leak is of the same order. The input that most needs care is the total capacitance across the gap in the loop. In the quartic regime, with all else fixed, a small relative error in $C$ doubles in $P$, and a layout with a few femtofarads of unplanned coupling can change the answer by a factor of two. The numerical output below lists the main inputs and results.

## Calculated quantities

```
Ladder test: R = 1, 2; u1 = 0.02, u2 = 0.01 (ladder units)
 C=0.2 theta=0.012 flow=4.9567e-08 /full=1.0020 /quartic=0.9991
 C=5.0 theta=0.300 flow=1.4846e-05 /full=1.0005 /quartic=0.4788
Scaling at theta=0.001: 2C 3.9998, 2R1 2.0000, 2T 15.9991
Full/quadratic at theta=1000: 0.999048
Film resistivity 20 uOhm cm, width 100 nm, thickness 20 nm
Film lengths 2.0 and 3.0 um
R1 = 200 Ohm, R2 = 300 Ohm, C = 10 fF
T1 = 60 mK, T2 = 30 mK
tau = 5.000 ps
hbar/(k tau) = 1.5276 K
k T1/hbar = 7.8552e+09 rad/s
theta at T1 = 0.03928
Quartic prefactor = 7.6850e-13 W/K^4
T1^4 - T2^4 = 1.2150e-05 K^4
P quartic = 9.3373 aW
P full, quadrature = 9.0696 aW
P full, digamma form = 9.0696 aW
P full = 56.61 eV/s
P without capacitor (quadratic) = 1226.6 aW
Full/quartic = 0.97133, lower bound 0.96955
Full/quadratic = 0.00739
Quartic law 1% high: theta=0.02332, T=35.62 mK
Quartic law 10% high: theta=0.08123, T=124.09 mK
Limiting laws intersect: theta=0.50329, T=768.9 mK
Cold partner at 0 K: T (mK), P (aW), P/quartic, P/quadratic, exponent
      10 7.6788e-03 0.99920 0.00017 3.998
      30 6.1804e-01 0.99286 0.00151 3.986
      60 9.6876e+00 0.97268 0.00592 3.947
     100 7.1521e+01 0.93065 0.01574 3.870
     300 4.1124e+03 0.66064 0.10058 3.442
    1000 1.7133e+05 0.22294 0.37715 2.764
    3000 2.7648e+06 0.04442 0.67622 2.341
   10000 3.9826e+07 0.00518 0.87667 2.123
Neglected effects (rough inputs):
 Inductance 50 pH, stray 5 fF across each resistor
 Change of P by these strays = -1.656 %
 Loss tangent 1e-03: heat to dielectric at T2 = 0.1346 aW
 Electron-phonon constant 2e+09 W/(m^3 K^5)
 Hot film volume = 0.0040 um^3
 Electron-phonon leak, phonons at T2 = 6.0264 aW
 Leak/photon heat = 0.664
 Nb gap 1.5 meV, gap/(k T1) = 290.1
 Lead normal resistance 10 Ohm: normal-state heat 3.298e+06 aW
 Nb quasiparticle heat, upper size = 1.7e-115 aW
 Film diffusion constant 20 cm^2/s
 Proximity scale hbar D/(k len1^2) = 3.82 mK
 Rms heat-weighted frequency = 3.406e+10 rad/s
 Loop 50 um, wave speed 1e+08 m/s: phase 0.0170 rad
```
